Why Neutral-Limited Etching of a Deep Hole Slows with Depth

Q: A hole is etched under a steady plasma, and I am told that its floor slows down as it deepens. The gas supply has not changed. What model makes the rate depend on depth?

A: Take a cylindrical hole of diameter d and depth z, closed by a flat floor. Reactive neutral atoms arrive at the mouth with flux G0, in atoms per unit area and time, with the cosine distribution of a gas at rest. I assume four things. The atoms collide with the walls and not with each other. The sidewall neither consumes them nor is etched, and re-emits each one diffusely, again with a cosine distribution. An atom striking the floor reacts with a constant probability S and is otherwise re-emitted diffusely. Each reacted atom removes a volume v of solid. "Neutral-limited" means that S is constant: whatever else the floor needs, such as ion bombardment, is in ample supply. The floor slows because many atoms that enter wander back out before they reach it.

Q: Then you need the probability of getting through. How do you find it without following every bounce?

A: First consider a long tube open at both ends. Let w(x) be the flux emitted by the wall at axial position x. Without wall loss it equals the flux arriving there. Choose a point in a cross-section and a flight direction with polar angle θ from the axis and azimuth φ. Trace the flight back to the wall. If the distance covered within the plane of the section is ρ, the axial distance is ρ cot θ, so the atom left the wall at x − ρ cot θ.

Diffuse emission with flux w has intensity w/π per unit solid angle and unit area normal to the flight, and free flight preserves it. The net number crossing the section per unit time is therefore

F = (1/π) ∫dA ∫dΩ cos θ w(x − ρ cot θ).

In a long tube w changes little over one diameter, so I write w(x − ρ cot θ) ≈ w(x) − w′ρ cot θ. The first term gives nothing, since forward and backward directions cancel. With dΩ = sin θ dθ dφ, the second gives

F = −(w′/π) ∫dA ∫dφ ρ ∫₀^π cos²θ dθ = −(w′/2) ∫dA ∫dφ ρ,

because the θ integral is π/2.

Q: That leaves an average over the distance to the wall. Where does the circle enter?

A: There. Fix φ and cut the disk, of radius R = d/2, into parallel chords. The chord at offset y has length c = 2√(R² − y²). Along it ρ runs from 0 to c, which contributes c²/2 = 2(R² − y²). Then

∫₋R^R 2(R² − y²) dy = 2(2R³ − 2R³/3) = 8R³/3.

Every φ gives the same value, so the double integral is 2π × 8R³/3 = 16πR³/3. Hence F = −8πR³w′/3. Dividing by the area πR² gives the net flux

F/(πR²) = −(8R/3)w′ = −(4d/3)w′.

With no loss this flux is the same at every section, so w′ is constant. To leading order in d/z, w falls from G0 at the entrance to zero at the exit, so w′ = −G0/z. Near the ends the slope is steeper than in the middle (in a tube of 100 diameters, by about 11 % at one diameter from the mouth and 3 % at five), but the share of this correction in the total vanishes as the tube lengthens. The transmission probability K, the net flux divided by G0, is

K = 4d/(3z), for z ≫ d.

Speed has dropped out because only directions matter.

Q: For a hole that has barely started, this K exceeds one. You cannot use it from z = 0.

A: Correct. It exceeds one for z < 4d/3. A tube of zero length must have K = 1, so I add the resistance of the bare opening to that of the long tube:

1/K = 1 + 3z/(4d).

This is an interpolation. It has the right value at zero length and the right leading behaviour at great length, but nothing derived here guarantees it in between.

Q: A hole has a floor, though, not an open exit. An atom that fails to react may come back for another try.

A: That is counted by a balance. Let Gb be the total flux striking the floor. Atoms from outside supply KG0. The floor re-emits (1 − S)Gb. A fraction K of this escapes through the mouth, because the tube is the same in both directions, and 1 − K returns:

Gb = KG0 + (1 − K)(1 − S)Gb.

Collecting Gb gives Gb(K + S − KS) = KG0. The reacted flux J = SGb is

J = SKG0/(K + S − KS) = G0/(1/S + 1/K − 1),

where the last form follows on dividing numerator and denominator by SK.

Q: You used the same K for atoms leaving the floor. That requires them to leave uniformly over its area. Do they?

A: Not necessarily, so this is an approximation. I compared it with 500,000 simulated random flights at z/d = 3 and S = 0.3, which do not assume a uniform floor. They gave a reacted fraction of 0.1673. The balance gave 0.1677, with K taken from a numerical calculation that divides the wall into rings and solves for the exchange of atoms between them. The difference is smaller than the statistical error of the flights, about 0.0005.

Q: Then put the pieces together. What is the rate?

A: With the series form of K, 1/K − 1 = 3z/(4d). The floor advances at vJ, so

dz/dt = vG0/[1/S + 3z/(4d)] = R0/[1 + 3Sz/(4d)], with R0 = vSG0.

R0 is the rate on an open surface. The gas is treated as steady at each depth, which requires atoms to cross the hole much faster than the floor moves. Separating variables and integrating from z = 0 at t = 0,

R0 t = ∫₀^z [1 + 3Sz₁/(4d)] dz₁ = z + 3Sz²/(8d),

t = z/R0 + 3Sz²/(8dR0).

The time is linear plus quadratic in depth. Had I inserted K = 4d/(3z) without the opening, the denominator of J would have been 1/S − 1 + 3z/(4d), and the linear term would have been (1 − S)z/R0. The initial rate would then be R0/(1 − S), faster than an open surface. The quadratic term is the same either way.

Q: A quadratic time suggests square-root growth. How deep must the hole be before I may say so?

A: Define the crossover depth zc = 8d/(3S), so that

t = (z + z²/zc)/R0.

The two terms are equal at z = zc. Rearranged, this is z² + zc z − zcR0t = 0, whose positive root is

z = (zc/2)[√(1 + 4R0t/zc) − 1].

For R0t ≪ zc the root expands to z ≈ R0t. For R0t ≫ zc the square root is 2√(R0t/zc) plus a term that vanishes at late times, so

z ≈ √(zcR0t) − zc/2.

The condition is z ≫ zc, or Sz ≫ d. A hole can be long compared with its diameter and still not satisfy it if S is small. The local exponent shows how gradual the change is. Since 3S/(4d) = 2/zc,

d ln z/d ln t = (t/z)(dz/dt) = (1 + z/zc)/(1 + 2z/zc).

It is 1 at the start, 2/3 at z = zc, and tends to 1/2.

Q: Does a more reactive floor at least make the deep hole grow faster?

A: Not in the leading term. There

zcR0 = [8d/(3S)] vSG0 = 8dvG0/3,

and S has cancelled. Deep in the hole, an atom that fails to react nearly always returns to the floor before it can escape. The share of atoms reaching the floor that react in the end therefore approaches one as the hole deepens (for S = 0.3 it is 0.88 at 20 diameters), and the supply through the tube sets the pace. The reaction probability survives in the linear term:

t = z/(vSG0) + 3z²/(8dvG0).

Q: Let me see numbers for a material.

A: Take silicon etched continuously by fluorine atoms on a cold wafer, with protected sidewalls and SiF₄ as the product. The following are rough round inputs: d = 2 µm, S = 0.3, a fluorine-atom partial pressure of 5 mTorr at 400 K, and a final depth of 40 µm. The mouth flux is

G0 = p/√(2πmkT) = 2.015 × 10¹⁸ cm⁻² s⁻¹,

where p is the partial pressure, m the fluorine mass, k Boltzmann's constant and T the gas temperature. Silicon has 4.994 × 10²² atoms per cm³, from eight atoms per cubic cell. Four fluorine atoms remove one silicon atom, so v = 1/(4 × 4.994 × 10²² cm⁻³) = 0.005006 nm³. Then

R0 = 0.005006 nm³ × 0.3 × 2.015 × 10⁴ nm⁻² s⁻¹ ≈ 30.3 nm/s = 1.816 µm/min,

zc = 8 × 2 µm/(3 × 0.3) = 17.78 µm.

At 40 µm the linear part of the time is 40/1.816 = 22.0 min. The quadratic part is 40²/(17.78 × 1.816) = 49.6 min. The total is 71.6 min. Along the way the formula gives

10 µm: 8.6 min, rate 0.85 µm/min, exponent 0.74
20 µm: 23.4 min, rate 0.56 µm/min, exponent 0.65
40 µm: 71.6 min, rate 0.33 µm/min, exponent 0.59

The second 20 µm takes about twice as long as the first. Doubling S to 0.6 with everything else fixed would halve only the linear part, for a total of 11.0 + 49.6 = 60.6 min.

Q: An exponent of 0.59 is not a square root.

A: No. This hole is still in the crossover. At 71.6 min the leading term √(zcR0t) gives 48 µm, which is 20 % too deep relative to the full formula. Subtracting zc/2 brings it to 39 µm. At a depth of 200 diameters the formula's exponent is 0.511.

Q: All this rests on your interpolated K. How wrong is it?

A: The ring calculation supplies a reference for the same ideal hole. With the ring width extrapolated to zero, it gives

z/d = 1: K = 0.514, series form 0.571
z/d = 5: K = 0.191, series form 0.211
z/d = 20: K = 0.0595, series form 0.0625
z/d = 200: K = 0.00656, series form 0.00662

Among eleven depths between 0.1 and 20 diameters, the largest error of the series form was 12 % relative to the ring value. The time suffers less, for two reasons. Most of it is spent at large depth, where the error of K is smaller (5 % at 20 diameters), and the floor term 1/S − 1 in the denominator of J is unaffected. Integrating the ring-calculated rate gives 75.5 min to reach 40 µm, so the formula is 5 % short. With the opening left out it gives 65 min, which is 14 % short.

The difference 1/K − 3z/(4d), which the series form sets to 1, is in fact 1.2 at one diameter, 1.8 at 20 and 2.4 at 200. The linear coefficient is therefore not a true constant. The quadratic coefficient fares better: between 100 and 200 diameters 1/K rises by 0.752 per diameter, against the derived 0.75. At 200 diameters the time formula is 1.5 % short.

Q: Your sidewall never consumes an atom. I do not believe in such a wall.

A: Let it consume each arriving atom with a small probability s. Over a length dx the flow through the section changes by the loss on the wall area πd dx:

(πd²/4)(4d/3)w″ = πd s w, so w″ = 3s w/d².

The flux now decays over a length L = d/√(3s). Loss matters once z is comparable with L, that is, when s approaches d²/(3z²). At 20 diameters this is 1/1200, or 0.0008. Ring calculations with and without loss, other inputs fixed, give these changes at 40 µm:

s = 0.0001: final rate −3 %, total time +1 %
s = 0.001: final rate −24 %, total time +15 %

At depths of a few L the supply falls nearly as exp(−z/L). In the ring calculation with s = 0.001, the logarithm of the captured fraction drops by 1.07 between 60 and 80 diameters, against 20√(3s) = 1.10. If dz/dt = C exp(−z/L), with C a constant, then integration gives L exp(z/L) = Ct + constant, and depth grows as the logarithm of time while this form holds. It fails much deeper still, because atoms that fly straight from the mouth to the floor never meet the wall. Their flux is the intensity G0/π times the solid angle πd²/(4z²) of the mouth, or G0d²/(4z²), which falls more slowly than any exponential. The square-root law thus needs a window: d/S ≪ z ≪ d/√(3s). With S = 0.3 and s = 0.001 the two limits are 3.3 and 18 diameters, and zc itself is 8.9 diameters. The limits are too close together for the exponent to settle at 1/2: with this loss it is 0.63 at 10 diameters, 0.52 at 20 and 0.38 at 40.

Q: And if the ions are not so ample?

A: Suppose all removal needs ions, and let Jc be the largest neutral flux they can clear. If a fraction J/Jc of the floor is blocked by atoms awaiting removal, then J = S(1 − J/Jc)Gb. The floor balance with re-emission Gb − J gives Gb = G0 − J(1/K − 1), which with the series K is G0 − 3zJ/(4d). These two equations fix J.

For a rough case I take an ion current of 5 mA/cm², 10 silicon atoms removed per ion, an ion energy of 50 eV and a transverse ion temperature of 0.05 eV. The angular spread per axis is √(0.05/(2 × 50)) = 0.022 rad. Averaged over the floor at 40 µm, 37 % of the ions then arrive without touching the wall. I count only these; ions that glance off the wall and still clear the floor would make the effect at depth smaller. Relative to the formula, the rate falls by 33 % at the mouth but by 5 % at 40 µm, and the total time grows by 9 %. The deep rate changes less, although fewer ions arrive, mainly because S enters through 1/S = 3.3, beside a tube term 3z/(4d) = 15. The outcome depends strongly on the assumed yield: with 3 silicon atoms removed per ion instead of 10, the rate at 40 µm would fall by 22 % and the total time would grow by 41 %, so the hole would no longer be well described as neutral-limited.

Q: You also ignored collisions in the gas and the time atoms take to reach the floor.

A: For spheres of 0.4 nm diameter at a total pressure of 15 mTorr and 400 K, the mean free path is 3.9 mm, against a 2 µm hole. The product adds some gas: a quarter as many SiF₄ molecules must diffuse out as fluorine atoms react. At equal temperature this gives a SiF₄ pressure at the floor of about half the fluorine pressure at the mouth, too little to alter that conclusion.

For the transit time, w = nu/4, with n the density and u the mean speed, turns the flux −(4d/3)w′ into −(du/3)n′. The diffusion coefficient is du/3, and z²/(du/3) is 5.5 µs at a wall temperature of 170 K. At 5.5 nm/s the floor moves about 3 × 10⁻⁵ nm in that time. This counts flight only. Atoms also rest on the cold wall: with an assumed binding energy of 0.3 eV and an attempt time of 10⁻¹³ s, the roughly 300 wall impacts made on average by an atom that ends up reacting (its mean flight time is about 1.3 µs, a quarter of the diffusion scale above) add about 0.02 s, in which the floor still moves only about 0.1 nm. At the mouth flux, however, so long a stay would put about 1.6 fluorine atoms on each nm² of wall. Some might meet and leave as F₂, which would count as a wall loss.

Q: How close is this to a real etch?

A: The inputs are meant for the regime of cryogenic silicon etching, where a thin passivating film protects the sidewall and ions keep the floor clear. Rates of the order of micrometres per minute on open areas belong to that regime. The value of S is a round choice, and my ion estimate leaves out any etching by fluorine without ions. Besides the ample ion supply, the assumption I would distrust first is the lossless, unetched sidewall: a loss of one atom in a thousand impacts already adds 15 % to the time, and any loss by etching also widens the hole, which the model excludes. If that whole loss were etching, the mouth would widen by about 1 µm during the run, half its original diameter. The mouth flux matters just as directly. Both terms of t vary as 1/G0, so if the wafer consumes enough fluorine to halve G0, the time doubles at every depth, provided ions are ample. With the finite ion supply estimated above (10 silicon atoms per ion), the time to 40 µm would grow by a factor of about 1.9 instead.
